# Spin-resonance lines of silicon dangling bonds under {110} field rotation: verification in Python

```python
# RESULT UNDER TEST: spin-1/2 centres with g tensors axial about the four
# <111> axes give at most three resonance fields when the magnetic field
# turns in a {110} plane, and one when the field is along <100>.
# g_par, g_perp: g values along and across the dangling-bond axis u
# n: unit vector of the field; phi: its angle from [100] in plane (01-1)
# Closed form: g^2 = g_perp^2 + (g_par^2 - g_perp^2) (u.n)^2
# The reference side diagonalizes the spin Hamiltonian.
import itertools
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

mu_b = const.physical_constants["Bohr magneton"][0]
g_par, g_perp = 2.0015, 2.0085       # rough, Pb0-like
freq = 9.5e9                         # Hz
photon = const.h * freq
sigma_g = 0.0008                     # rough strain spread of g_perp
hf_par, hf_perp = 15.0, 9.0          # mT, rough 29Si hyperfine values
si29_fraction = 0.047                # rough natural abundance
defect_density = 1e12                # cm^-2, rough

spin = 0.5 * np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                       [[1, 0], [0, -1]]], dtype=complex)
axes = np.array([[1, 1, 1], [-1, 1, 1], [1, -1, 1], [1, 1, -1]], float)
units = axes / np.sqrt(3)


def unit(v):
    v = np.array(v, float)
    return v / np.linalg.norm(v)


def axial(u, par=g_par, perp=g_perp):
    return perp * np.eye(3) + (par - perp) * np.outer(u, u)


def g_diag(tensor, n):
    """Zeeman splitting per mu_B B from diagonalization."""
    levels = np.linalg.eigvalsh(np.einsum("i,ijk->jk", n @ tensor, spin))
    return levels[1] - levels[0]


def g_formula(u, n, par=g_par, perp=g_perp):
    return np.sqrt(perp**2 + (par**2 - perp**2) * (u @ n)**2)


def count(values):
    return 1 + int(np.sum(np.diff(np.sort(values)) > 1e-8))


def in_plane(phi):
    return np.array([np.cos(phi), np.sin(phi) / np.sqrt(2),
                     np.sin(phi) / np.sqrt(2)])


def field_mt(g):
    return 1e3 * photon / (mu_b * g)


tensors = [axial(u) for u in units]


def all_g(n, tensor_list=tensors):
    return np.array([g_diag(t, n) for t in tensor_list])


# Closed form, pair factorization and mean rule for general directions
rng = np.random.default_rng(4)
aniso = g_par**2 - g_perp**2
for _ in range(100):
    n = unit(rng.normal(size=3))
    g = all_g(n)
    assert np.allclose(g, [g_formula(u, n) for u in units],
                       rtol=0, atol=1e-12)
    for i, j in itertools.combinations(range(4), 2):
        a, b = axes[i], axes[j]
        product = ((a - b) @ n) * ((a + b) @ n)
        assert abs(g[i]**2 - g[j]**2 - aniso * product / 3) < 1e-12
    assert abs(np.mean(g**2) - (g_par**2 + 2 * g_perp**2) / 3) < 1e-12
general_count = count(all_g(unit([0.3, 0.5, 0.8])))
cube_plane_count = count(all_g(unit([0.3, 0.8, 0.0])))
assert general_count == 4 and cube_plane_count == 2

# Every {110} plane, scanned from its cube axis
plane_maxima = []
for normal in ([0, 1, 1], [0, 1, -1], [1, 0, 1], [1, 0, -1],
               [1, 1, 0], [1, -1, 0]):
    cube = np.array([float(c == 0) for c in normal])
    other = np.cross(unit(normal), cube)
    assert count(all_g(cube)) == 1
    counts = []
    for deg in range(1, 180):
        t = np.radians(deg)
        counts.append(count(all_g(np.cos(t) * cube + np.sin(t) * other)))
    assert max(counts) == 3
    assert all(c == 3 for k, c in enumerate(counts, 1) if k != 90)
    plane_maxima.append(max(counts))

# Squared cosines in the plane, extracted from diagonalized splittings
for phi in np.radians([10, 30, 70, 110, 160]):
    c, s = np.cos(phi), np.sin(phi)
    expected = np.array([(c + np.sqrt(2) * s)**2,
                         (c - np.sqrt(2) * s)**2, c * c, c * c]) / 3
    found = (all_g(in_plane(phi))**2 - g_perp**2) / aniso
    assert np.allclose(found, expected, atol=1e-10)
phi_111 = np.arctan(np.sqrt(2))
for phi, sizes in ((0, [4]), (phi_111, [1, 3]),
                   (np.pi - phi_111, [1, 3]), (np.pi / 2, [2, 2])):
    g = np.round(all_g(in_plane(phi)), 9)
    assert sorted(np.unique(g, return_counts=True)[1]) == sizes

# Bonds cut on the two terrace types; the outward normal is +x
sublattice = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
terrace_counts = []
for bonds in (sublattice, -sublattice):
    cut = bonds[bonds[:, 0] > 0]
    terrace = [axial(unit(b)) for b in cut]
    terrace_counts.append(count(all_g(in_plane(np.radians(30)), terrace)))
assert terrace_counts == [2, 1]

# Lower symmetry: only the mirror plane through bond and normal is kept
mirror = unit([0, 1, -1])
tilt = np.radians(3)
first = np.cos(tilt) * units[0] + np.sin(tilt) * unit([-2, 1, 1])
second = np.cross(mirror, first)
low = (2.002 * np.outer(first, first) + 2.006 * np.outer(second, second)
       + 2.008 * np.outer(mirror, mirror))
quarter = np.array([[1, 0, 0], [0, 0, -1], [0, 1, 0]], float)
low_set = []
for k in range(4):
    turn = np.linalg.matrix_power(quarter, k)
    low_set.append(turn @ low @ turn.T)
low_normal = all_g(np.array([1.0, 0, 0]), low_set)
low_side = all_g(np.array([0, 1.0, 0]), low_set)
low_in = max(count(all_g(in_plane(np.radians(d)), low_set))
             for d in range(1, 180))
low_out = count(all_g(unit([0.4, 0.4, 0.8]), low_set))
assert count(low_normal) == count(low_side) == 1
assert abs(low_normal[0] - low_side[0]) > 1e-5
assert low_in == 3 and low_out == 4


# Resonance fields found by root search, with optional 29Si hyperfine term
def resonance(u, n, hyperfine=True):
    coupling = axial(u, hf_par, hf_perp) * 1e-3 * 2.0 * mu_b / photon
    if not hyperfine:
        coupling = coupling * 0
    zeeman = np.einsum("i,ijk->jk", n @ axial(u), spin) * mu_b / photon
    hf_term = sum(coupling[i, j] * np.kron(spin[i], spin[j])
                  for i in range(3) for j in range(3))

    def mismatch(b, upper, lower):
        e = np.linalg.eigvalsh(b * np.kron(zeeman, np.eye(2)) + hf_term)
        return e[upper] - e[lower] - 1

    return np.array([1e3 * brentq(mismatch, 0.2, 0.5, args=pair,
                                  xtol=1e-13)
                     for pair in ((3, 0), (2, 1))])


for u in units:
    n = in_plane(np.radians(30))
    assert np.allclose(resonance(u, n, False),
                       field_mt(g_formula(u, n)), atol=1e-7)
satellites = np.array([resonance(u, in_plane(0)) for u in units])
assert np.allclose(satellites, satellites[0], atol=1e-7)


# Best angle for seeing three lines: largest value of the smaller gap
def smaller_gap(phi):
    b = np.sort([field_mt(g_formula(u, in_plane(phi))) for u in units[:3]])
    return np.min(np.diff(b))


scan = np.radians(np.arange(0, 90.01, 0.02))
gaps = np.array([smaller_gap(p) for p in scan])
phi_best = scan[np.argmax(gaps)]
phi_leading = np.arctan(3 * np.sqrt(2))
assert abs(np.degrees(phi_best - phi_leading)) < 0.1


# Strain broadening and the maxima left in the summed absorption
def strain_sd(phi):
    n = in_plane(phi)
    return np.array([abs(field_mt(g_formula(u, n, perp=g_perp + sigma_g))
                         - field_mt(g_formula(u, n))) for u in units])


def maxima(phi):
    centres = field_mt(all_g(in_plane(phi)))
    widths = strain_sd(phi)
    x = np.linspace(centres.min() - 1, centres.max() + 1, 6001)
    y = sum(np.exp(-0.5 * ((x - c) / w)**2) / w
            for c, w in zip(centres, widths))
    return int(np.sum((y[1:-1] > y[:-2]) & (y[1:-1] > y[2:])))


# Transition strength per unit field sweep, microwave field along [01-1]
def strengths(phi):
    out = []
    for t in tensors:
        h = np.einsum("i,ijk->jk", in_plane(phi) @ t, spin)
        e, v = np.linalg.eigh(h)
        drive = np.einsum("i,ijk->jk", mirror @ t, spin)
        out.append(abs(v[:, 1].conj() @ drive @ v[:, 0])**2
                   / (e[1] - e[0]))
    return np.array(out)


phi30 = np.radians(30)
one = np.radians(1)
tilted = np.cos(one) * in_plane(phi30) + np.sin(one) * mirror
pair_split = abs(np.diff(field_mt(all_g(tilted)[2:]))[0])
normal_spread = np.ptp(field_mt(all_g(in_plane(one))))
spacing = 1 / np.sqrt(defect_density * 1e4)
dipolar = 1e3 * const.mu_0 / (4 * np.pi) * 2 * mu_b / spacing**3
power = strengths(phi30)

print(f"Inputs: g_par = {g_par:.4f}, g_perp = {g_perp:.4f} (rough)")
print(f"Microwave frequency = {freq/1e9:.2f} GHz")
print("Maximum line count in the six {110} planes:", plane_maxima)
print("Line count, general direction:", general_count)
print("Line count, general direction in {100} plane:", cube_plane_count)
print("Rows: phi; values for [111], [-111], and the pair [1-11],[11-1]")
for phi in (0, phi30, phi_111, phi_best, np.pi / 2):
    g = all_g(in_plane(phi))
    b = field_mt(g)
    cos2 = (units @ in_plane(phi))**2
    print(f"phi = {np.degrees(phi):.2f} deg, distinct lines = {count(g)}"
          if phi != phi_best else
          f"phi = {np.degrees(phi):.2f} deg (best), lines = {count(g)}")
    print("  cos^2 =", " ".join(f"{v:.4f}" for v in cos2[:3]))
    print("  g =", " ".join(f"{v:.5f}" for v in g[:3]))
    print("  B =", " ".join(f"{v:.3f}" for v in b[:3]), "mT")
print(f"Full field span g_par to g_perp = "
      f"{field_mt(g_par)-field_mt(g_perp):.3f} mT")
print(f"Leading-order best angle = {np.degrees(phi_leading):.2f} deg")
print(f"Smaller gap: 30 deg {smaller_gap(phi30):.3f} mT, "
      f"best angle {smaller_gap(phi_best):.3f} mT")
print("Line counts on the two terrace types at 30 deg:", terrace_counts)
print("Mirror-only centre (model g 2.002, 2.006, 2.008; tilt 3 deg):")
print(f"  g at [100] = {low_normal[0]:.5f}, at [010] = {low_side[0]:.5f}")
print(f"  maximum lines in (01-1) = {low_in}; "
      f"lines at a general angle in (1-10) = {low_out}")
print(f"Strain spread of g_perp (standard deviation) = {sigma_g:.4f}")
for name, phi in (("0 deg", 0), ("30 deg", phi30), ("best", phi_best)):
    fwhm = 2 * np.sqrt(2 * np.log(2)) * strain_sd(phi)
    print(f"  {name}: strain FWHM =",
          " ".join(f"{v:.3f}" for v in fwhm[:3]),
          f"mT; absorption maxima = {maxima(phi)}")
print(f"1 deg out of plane at 30 deg: pair splits {pair_split:.3f} mT")
print(f"1 deg in plane from [100]: total spread {normal_spread:.3f} mT")
print(f"29Si inputs: {hf_par:.0f} and {hf_perp:.0f} mT (rough), "
      f"abundance {100*si29_fraction:.1f} % (rough)")
print("29Si satellites at [100]:",
      " and ".join(f"{v:.2f}" for v in satellites[0]), "mT")
print(f"29Si satellite separation = {np.ptp(satellites[0]):.2f} mT")
print(f"Strength variation between orientations at 30 deg = "
      f"{100*(power.max()/power.min()-1):.2f} %")
print(f"Defect density = {defect_density:.1e} cm^-2 (rough), "
      f"spacing = {spacing*1e9:.1f} nm")
print(f"Dipolar field of one neighbour (on axis) = {dipolar:.4f} mT")
print("all good")
```

Output:

```
Inputs: g_par = 2.0015, g_perp = 2.0085 (rough)
Microwave frequency = 9.50 GHz
Maximum line count in the six {110} planes: [3, 3, 3, 3, 3, 3]
Line count, general direction: 4
Line count, general direction in {100} plane: 2
Rows: phi; values for [111], [-111], and the pair [1-11],[11-1]
phi = 0.00 deg, distinct lines = 1
  cos^2 = 0.3333 0.3333 0.3333
  g = 2.00617 2.00617 2.00617
  B = 338.333 338.333 338.333 mT
phi = 30.00 deg, distinct lines = 3
  cos^2 = 0.8249 0.0084 0.2500
  g = 2.00273 2.00844 2.00675
  B = 338.915 337.950 338.235 mT
phi = 54.74 deg, distinct lines = 2
  cos^2 = 1.0000 0.1111 0.1111
  g = 2.00150 2.00772 2.00772
  B = 339.122 338.071 338.071 mT
phi = 76.78 deg (best), lines = 3
  cos^2 = 0.8591 0.4393 0.0174
  g = 2.00249 2.00543 2.00838
  B = 338.955 338.458 337.961 mT
phi = 90.00 deg, distinct lines = 2
  cos^2 = 0.6667 0.6667 0.0000
  g = 2.00384 2.00384 2.00850
  B = 338.727 338.727 337.940 mT
Full field span g_par to g_perp = 1.182 mT
Leading-order best angle = 76.74 deg
Smaller gap: 30 deg 0.284 mT, best angle 0.497 mT
Line counts on the two terrace types at 30 deg: [2, 1]
Mirror-only centre (model g 2.002, 2.006, 2.008; tilt 3 deg):
  g at [100] = 2.00486, at [010] = 2.00557
  maximum lines in (01-1) = 3; lines at a general angle in (1-10) = 4
Strain spread of g_perp (standard deviation) = 0.0008
  0 deg: strain FWHM = 0.212 0.212 0.212 mT; absorption maxima = 1
  30 deg: strain FWHM = 0.056 0.314 0.238 mT; absorption maxima = 2
  best: strain FWHM = 0.045 0.179 0.311 mT; absorption maxima = 3
1 deg out of plane at 30 deg: pair splits 0.034 mT
1 deg in plane from [100]: total spread 0.039 mT
29Si inputs: 15 and 9 mT (rough), abundance 4.7 % (rough)
29Si satellites at [100]: 332.58 and 343.90 mT
29Si satellite separation = 11.32 mT
Strength variation between orientations at 30 deg = 0.67 %
Defect density = 1.0e+12 cm^-2 (rough), spacing = 10.0 nm
Dipolar field of one neighbour (on axis) = 0.0019 mT
all good
```
